# Primitive relaxation time from the structural time in Ngai's coupling model

## Question

I am working through an exercise on glassy relaxation and I am stuck on both the formula and its meaning. The data are a coupling exponent $n=0.5$, a crossover time $t_c=2\ \mathrm{ps}$ and a structural relaxation time $\tau=100\ \mathrm{s}$. I have to calculate the primitive relaxation time $\tau_0$ of Ngai's coupling model.

I know that the structural relaxation is a stretched exponential, and that the primitive relaxation is a simple exponential which holds before $t_c$. Three things confuse me.

1. How do I get $\tau_0$ from these data? I have two candidate formulas, which differ by a factor $1-n$.
2. If the simple exponential ends at 2 ps, how can its time constant be much longer than 2 ps?
3. How far should I trust the number for a real glass former?

## Answer

### The relation between the two times

Let $\phi(t)$ be the normalised correlation function of the relaxing quantity, for example the dipole moment of the sample, with $\phi(0)=1$. The model assumes two stages:

$$
\phi(t)=\begin{cases}\exp(-t/\tau_0), & t<t_c,\\[4pt] \exp\!\left[-(t/\tau)^{1-n}\right], & t>t_c .\end{cases}
$$

In the first stage each molecule relaxes independently, at the constant rate $1/\tau_0$. In the second, the molecules hinder one another and the relaxation slows down. The coupling exponent $n$, with $0\le n<1$, measures this slowing. The stretching exponent is $1-n$, which here happens to equal $n$, so the data do not reveal a confusion between the two. This form is the model's assumption; it is not derived here from the forces between molecules.

The time $\tau$ is the one that stands inside the stretched exponential. Other definitions of a structural time are treated below.

Now require that $\phi$ has the same value on both sides of $t_c$:

$$
\exp(-t_c/\tau_0)=\exp\!\left[-(t_c/\tau)^{1-n}\right].
$$

The exponential is a one-to-one function of a real argument, so the exponents are equal:

$$
\frac{t_c}{\tau_0}=\left(\frac{t_c}{\tau}\right)^{1-n}.
$$

Invert both sides and multiply by $t_c$:

$$
\tau_0=t_c\left(\frac{\tau}{t_c}\right)^{1-n}=t_c^{\,1-(1-n)}\,\tau^{1-n}=t_c^{\,n}\,\tau^{1-n}.
$$

The powers of time add up to $n+(1-n)=1$, so the result is a time, as it must be. With both times in the same unit, the logarithm gives

$$
\ln\tau_0=n\ln t_c+(1-n)\ln\tau .
$$

On a logarithmic time axis, $\tau_0$ is therefore a weighted mean of $t_c$ and $\tau$. The limits follow at once:

- For $n=0$ there is no coupling, and $\tau_0=\tau$.
- For $n\to1$ at fixed $\tau$, $\tau_0$ approaches $t_c$.
- If $\tau$ shrinks towards $t_c$, as in a hot and fluid liquid, $\tau_0$ approaches the same value. The distinction between the two relaxation times then disappears, whatever $n$ is.

### The number

For $n=0.5$ the weights are equal and $\tau_0$ is the geometric mean:

$$
\tau_0=\sqrt{t_c\,\tau}=\sqrt{(2\times10^{-12}\ \mathrm{s})(100\ \mathrm{s})}=\sqrt{2\times10^{-10}\ \mathrm{s^2}}=1.41\times10^{-5}\ \mathrm{s}.
$$

So $\tau_0\approx14\ \mathrm{\mu s}$, which is shorter than the structural time by a factor of $7.1\times10^{6}$.

To go the other way, divide $\tau_0=t_c^{\,n}\tau^{1-n}$ by $t_c^{\,n}$ and raise both sides to the power $1/(1-n)$:

$$
\tau=\left(t_c^{-n}\,\tau_0\right)^{1/(1-n)} .
$$

For $n=0.5$ this is $\tau=\tau_0^2/t_c$. The rounded value of 14 µs gives back $\tau=98\ \mathrm{s}$. The relative rounding error has doubled because $\tau_0$ enters squared.

### Where the other formula comes from

The two formulas correspond to two ways of joining the stages. Define the relaxation rate as $W(t)=-\,d\ln\phi/dt$. Before the crossover it is $1/\tau_0$. After the crossover, $-\ln\phi=(t/\tau)^{1-n}$, and therefore

$$
W(t)=(1-n)\,\tau^{-(1-n)}\,t^{-n}.
$$

Just after $t_c$ this equals $(1-n)\,\tau^{-(1-n)}t_c^{-n}=(1-n)/\tau_0$, by the relation for $\tau_0$ found above. Matching the value of $\phi$ thus makes the rate jump down by the factor $1-n$, here one half.

One may instead make the rate continuous. Call the primitive time in this version $\tau_0'$ and take

$$
W(t)=\frac{1}{\tau_0'}\quad(t<t_c),\qquad W(t)=\frac{1}{\tau_0'}\left(\frac{t}{t_c}\right)^{-n}\quad(t>t_c).
$$

Integrate from zero to a time $t>t_c$:

$$
-\ln\phi(t)=\frac{t_c}{\tau_0'}+\frac{t_c^{\,n}}{\tau_0'}\,\frac{t^{1-n}-t_c^{\,1-n}}{1-n}.
$$

In the last term $t_c^{\,n}t_c^{\,1-n}=t_c$. Collect the terms without $t$, using $1-\frac{1}{1-n}=-\frac{n}{1-n}$:

$$
-\ln\phi(t)=\frac{t_c^{\,n}\,t^{1-n}}{(1-n)\,\tau_0'}-\frac{n}{1-n}\,\frac{t_c}{\tau_0'} .
$$

The second term is a constant. It multiplies $\phi$ by a factor that differs from one by less than $10^{-7}$ for your data, so it can be dropped. The first term must equal $(t/\tau)^{1-n}$, which requires

$$
\tau^{1-n}=(1-n)\,\tau_0'\,t_c^{-n}
\quad\Longrightarrow\quad
\tau_0'=\frac{t_c^{\,n}\,\tau^{1-n}}{1-n}.
$$

This version gives $14.14\ \mathrm{\mu s}/0.5\approx28\ \mathrm{\mu s}$. With this $\tau_0'$ the dropped constant equals $n\,(t_c/\tau)^{1-n}$, so dropping it is justified only while that quantity is small. The limits listed earlier belong to the value-matching form: this formula gives $t_c/(1-n)$ at $\tau=t_c$ and diverges as $n\to1$. Both calculations are consistent, but they define $\tau_0$ differently. Your exercise gives only the coupling-model parameters; with the value-matching form, $\tau_0=t_c^{\,n}\tau^{1-n}$, the answer is 14 µs. State which form you use.

### Why $\tau_0$ can be much longer than $t_c$

The time constant of an exponential tells you its rate. It does not tell you how long the exponential form lasts. Here the first stage is cut off at 2 ps, when almost nothing has relaxed:

$$
1-\phi(t_c)\approx\frac{t_c}{\tau_0}=\frac{2\times10^{-12}\ \mathrm{s}}{1.414\times10^{-5}\ \mathrm{s}}=1.4\times10^{-7}.
$$

From then on the slower law holds. Even at $t=\tau_0$ the correlation has fallen by only

$$
1-\phi(\tau_0)\approx\left(\frac{\tau_0}{\tau}\right)^{1/2}=3.8\times10^{-4}.
$$

So $\phi$ does not fall to $1/e$ at 14 µs; it does so at $\tau=100\ \mathrm{s}$. In the two-stage function, $\tau_0$ is the inverse of the initial rate. It is the time in which the correlation would fall to $1/e$ if the molecules went on relaxing independently.

The crossover also removes an unphysical feature of the stretched exponential. For $n>0$ the rate of the stretched exponential is proportional to $t^{-n}$, which diverges as $t\to0$. The first stage replaces this divergence by a finite rate.

### What one would look for in a dielectric spectrum

In the coupling model, the primitive time is compared with the time of the Johari–Goldstein secondary relaxation, a faster process that involves whole molecules. The comparison is one of order of magnitude. To see where it would place a loss peak, take a separate process $\exp(-t/\tau_0)$ that runs to completion. Its normalised loss is the sine transform of $-d\phi/dt$. With $x=t/\tau_0$ and $w=\omega\tau_0$, where $\omega$ is the angular frequency,

$$
\int_0^\infty e^{-x}\sin(wx)\,dx=\operatorname{Im}\frac{1}{1-iw}=\frac{w}{1+w^2}.
$$

The derivative is $(1-w^2)/(1+w^2)^2$, so the maximum lies at $w=1$. The peak frequency is

$$
f_0=\frac{1}{2\pi\tau_0}\approx11\ \mathrm{kHz},
$$

which is convenient for dielectric measurements.

This step adds an assumption. The first stage of the two-stage function carries only $1.4\times10^{-7}$ of the total relaxation, and it ends at 2 ps, so it leaves no feature near 11 kHz. The loss of the two-stage function has no peak there; it falls smoothly as the high-frequency flank of the structural peak. A secondary peak has a strength of its own, which the matching condition does not supply. The model is used here to estimate the position of such a peak, and says nothing about its height or width.

### How the answer depends on the data

The result is very sensitive to the exponent. Differentiate $\ln\tau_0=n\ln t_c+(1-n)\ln\tau$ at fixed $t_c$ and $\tau$:

$$
\frac{\partial\ln\tau_0}{\partial n}=\ln t_c-\ln\tau=\ln\frac{t_c}{\tau}=\ln(2\times10^{-14})=-31.5 .
$$

Since $\ln\tau_0$ is linear in $n$, a change of 0.05 multiplies or divides $\tau_0$ by $e^{0.05\times31.54}=4.8$. With the two other times fixed:

- $n=0.45$ gives 68 µs.
- $n=0.55$ gives 2.9 µs.

The large factor comes from the nearly 14 decades between $t_c$ and $\tau$: a small shift of the weights moves the mean a long way.

The crossover time has a milder effect. For $n=0.5$ it enters as a square root, so $t_c=1\ \mathrm{ps}$ instead of 2 ps gives 10 µs.

The definition of the structural time also matters. Suppose that the 100 s were the mean time, the integral of $\phi$. The first stage contributes negligibly to it. Substitute $u=(t/\tau)^{1-n}$, so that $t=\tau u^{1/(1-n)}$:

$$
\int_0^\infty e^{-(t/\tau)^{1-n}}dt=\frac{\tau}{1-n}\int_0^\infty u^{\frac{1}{1-n}-1}e^{-u}\,du=\frac{\tau}{1-n}\,\Gamma\!\left(\frac{1}{1-n}\right).
$$

For $n=0.5$ this is $2\tau\,\Gamma(2)=2\tau$. A mean time of 100 s then means $\tau=50\ \mathrm{s}$, and $\tau_0=\sqrt{(2\times10^{-12}\ \mathrm{s})(50\ \mathrm{s})}=10\ \mathrm{\mu s}$.

Suppose instead that the 100 s were the inverse angular frequency of the structural loss peak. For $n=0.5$, put $x=\sqrt{t/\tau}$. Then $\phi=e^{-x}$ and $t=\tau x^2$, so the normalised loss is

$$
\int_0^\infty e^{-x}\sin(\omega\tau x^2)\,dx .
$$

A numerical search for its maximum gives $\omega\tau=0.737$. An inverse peak frequency of 100 s then means $\tau=73.7\ \mathrm{s}$, and $\tau_0=12\ \mathrm{\mu s}$. These changes are smaller than the effect of a 0.05 error in $n$.

### Temperature and ageing

A structural time of 100 s is a usual marker of the glass transition temperature $T_g$. There $\tau$ changes steeply with temperature. The steepness is expressed by the fragility $m$, the slope of $\log_{10}\tau$ against $T_g/T$ at $T_g$. Close to $T_g$, to first order,

$$
\log_{10}\frac{\tau(T)}{\tau(T_g)}\approx m\left(\frac{T_g}{T}-1\right).
$$

Take $T_g=250\ \mathrm{K}$ and $m=80$, rough values for a small-molecule organic glass former. If the sample is 1 K warmer than intended, the right-hand side is $80\,(250/251-1)=-0.319$, and $\tau$ drops from 100 s to 48 s. With $n$ and $t_c$ held fixed, $\tau_0$ drops by the square root of that ratio, to 9.8 µs. These are first-order values; a Vogel–Fulcher–Tammann curve with the same $T_g$ and fragility gives about 48.6 s and 9.85 µs.

The formula also presumes that $\tau$ belongs to an equilibrated liquid. After a temperature change the structure needs time to adjust, and during this ageing $\tau$ itself drifts. For an estimate, take a small temperature step ending at $\tau=100\ \mathrm{s}$, and assume that the structure recovers by the same stretched exponential. One percent of the initial departure remains when

$$
e^{-(t/\tau)^{1-n}}=0.01
\quad\Longrightarrow\quad
t=\tau\,(\ln100)^{1/(1-n)} .
$$

For $n=0.5$ this is $100\ \mathrm{s}\times(\ln 100)^2\approx2100\ \mathrm{s}$, or about 35 minutes. Waiting for one structural time is not enough. After a large step, $\tau$ changes substantially during the recovery, and this estimate no longer applies.

### How far to trust the 14 µs

For small-molecule organic glass formers near $T_g$, the data of the exercise are reasonable: crossover times of roughly 1 to 2 ps are used in the coupling model, and $n=0.5$ describes a clearly stretched structural relaxation. Real liquids do not switch sharply from one law to another at $t_c$. They also show vibrations and motion of molecules within the cages of their neighbours, which the two-stage function leaves out. Their secondary loss is usually broader than that of a single exponential, and it may be hidden under the flank of the structural peak. The exponent has to be fitted to a measured structural peak, which is not a perfect stretched exponential. If the fit leaves $n$ uncertain by 0.05, that alone allows anything from about 3 to 70 µs.

As the answer to the exercise, $\tau_0\approx14\ \mathrm{\mu s}$ follows directly from the stated data. As a prediction for a material, read it as "of the order of ten microseconds", and compare it with a secondary relaxation measured at the same temperature.
